# Surface-diffusion smoothing of sidewalls: the fourth-power law and the roughness spectrum

An etched silicon waveguide has slightly rough sidewalls, and the roughness scatters guided light. When the wire is heated in hydrogen, surface atoms become mobile and the walls grow smoother. A mild anneal can do this while changing the shape little on the scale of the wire, which requires fine ripples to vanish much sooner than long ones. How much sooner decides whether an anneal removes the roughness that scatters light or merely the roughness that is easiest to remove.

Let $h(\mathbf r,t)$ be the displacement of the wall, positive outward, above its mean plane, with $\mathbf r$ the position in that plane. The surface energy per area $\gamma$ and the surface diffusivity $D_s$ are isotropic, slopes are small, and atoms move along the surface without leaving it. The result to be derived is that a ripple of wavenumber $k$ decays in amplitude at the rate

$$
\Gamma(k)=Bk^4,\qquad B=\frac{D_s\gamma\Omega^2\nu}{k_BT},
$$

where $\Omega$ is the atomic volume, $\nu$ the number of surface atoms per area, $k_B$ Boltzmann's constant and $T$ the temperature.

## First derivation: local transport

The surface energy is $E=\gamma\int\sqrt{1+|\nabla h|^2}\,d^2r$. Add a small localized layer $\delta h$. To first order, followed by an integration by parts whose boundary term vanishes,

$$
\delta E=\gamma\int\frac{\nabla h\cdot\nabla\delta h}{\sqrt{1+|\nabla h|^2}}\,d^2r
=\int\gamma\kappa\,\delta h\,d^2r,\qquad
\kappa=-\nabla\cdot\frac{\nabla h}{\sqrt{1+|\nabla h|^2}} .
$$

The layer contains $\delta N=\Omega^{-1}\int\delta h\,d^2r$ atoms. The energy per added atom, measured from a flat surface, is therefore $\mu=\gamma\Omega\kappa$. It is positive on a bump, so atoms tend to leave bumps.

The response to this tendency follows from equilibrium. Let mobile atoms have density $n$, diffusivity $D_a$ and mobility $M$ (drift velocity per force). In a potential $U$ their current is $-D_a\nabla n-nM\nabla U$. At equilibrium $n\propto e^{-U/k_BT}$, so $\nabla n=-n\nabla U/k_BT$; the current must vanish, which gives $M=D_a/k_BT$. Define $D_s$ by sharing the transport among all surface atoms, $\nu D_s=nD_a$. With the driving force $-\nabla_s\mu$, where $\nabla_s$ is the gradient along the surface, the current is

$$
\mathbf J=-\frac{\nu D_s}{k_BT}\nabla_s\mu .
$$

Where more atoms arrive than leave, the surface advances. Its normal velocity is

$$
v_n=-\Omega\nabla_s\cdot\mathbf J=\frac{\nu D_s\gamma\Omega^2}{k_BT}\nabla_s^2\kappa=B\nabla_s^2\kappa .
$$

For small slopes $v_n\to\partial h/\partial t$, $\nabla_s\to\nabla$ and $\kappa\to-\nabla^2h$, so

$$
\frac{\partial h}{\partial t}=-B\nabla^4h .
$$

For $h=a(t)\cos(\mathbf k\cdot\mathbf r)$, each Laplacian gives $-k^2$, and therefore $\dot a=-Bk^4a$. One factor $k^2$ comes from curvature; the other comes from the gradient and divergence of conserved transport.

## Second derivation: energy and friction

The same rate follows from energy bookkeeping, without a chemical potential or a curvature. Take one ripple $h=a(t)\cos ks$, with $s$ measured along $\mathbf k$. Since $\sqrt{1+h_s^2}-1\simeq h_s^2/2$ and the mean of $\sin^2ks$ is $1/2$, the excess energy per area is

$$
e=\frac{\gamma}{2}\,a^2k^2\cdot\frac12=\frac{\gamma k^2a^2}{4},
\qquad \dot e=\frac{\gamma k^2a\dot a}{2}.
$$

The current needed to change the ripple is fixed by conservation and symmetry. An isotropic wall with straight ripples is unchanged by reflection along the crests, so no current runs along them. Reflection about a crest makes the current along $s$ odd, which excludes a constant part. Then $\dot a\cos ks=-\Omega\,\partial J/\partial s$ gives

$$
J=-\frac{\dot a}{\Omega k}\sin ks .
$$

An atom drifting at speed $u$ needs a force $k_BTu/D_a$ and dissipates power $k_BTu^2/D_a$. With $J=nu$, the dissipation per area is $nk_BTu^2/D_a=k_BTJ^2/(\nu D_s)$. Its mean over the ripple is

$$
\phi=\frac{k_BT}{\nu D_s}\,\frac{\dot a^2}{2\Omega^2k^2}.
$$

The released energy is dissipated, $\dot e=-\phi$:

$$
\frac{\gamma k^2a\dot a}{2}=-\frac{k_BT\,\dot a^2}{2\nu D_s\Omega^2k^2}.
$$

The root $\dot a=0$ is rejected when $a\ne0$: moving a little material from crest to trough lowers the energy at first order, so a force acts and mobile atoms respond. Dividing by $\dot a$ gives

$$
\dot a=-\frac{\nu D_s\gamma\Omega^2}{k_BT}\,k^4a=-Bk^4a .
$$

Here the powers of $k$ have another reading. A shorter ripple stores more energy at a given amplitude, by $k^2$, and its atoms have less far to go, which lowers the friction by $k^{-2}$.

## What each derivation assumes

Both need conserved surface transport, a linear response of current to force, and a surface energy that varies smoothly with orientation. The second also uses symmetry to fix the current, and it treats one ripple. It extends to many because a linear law on a uniform wall cannot mix different wavevectors. The first needs a locally defined chemical potential, but yields an equation valid at finite slope.

The first also shows what isotropy contributes. If diffusivity and surface stiffness become constant tensors $\mathsf D$ and $\tilde{\boldsymbol\gamma}$, then in the small-slope limit $\mu=-\Omega\,\nabla\cdot(\tilde{\boldsymbol\gamma}\nabla h)$ and $\partial h/\partial t=(\Omega\nu/k_BT)\nabla\cdot(\mathsf D\nabla\mu)$. The rate is

$$
\Gamma(\mathbf k)=\frac{\nu\Omega^2}{k_BT}(\mathbf k\cdot\mathsf D\mathbf k)(\mathbf k\cdot\tilde{\boldsymbol\gamma}\mathbf k).
$$

It is still quartic along any fixed direction, but $B$ now depends on direction. At a facet, where the surface energy has a cusp, the expansion in slope fails and so do both derivations.

The finite-slope equation also sizes the small-slope error. For a profile varying along $x$ alone, $v_n=h_t/\sqrt{1+h_x^2}$ and a surface derivative is $(1+h_x^2)^{-1/2}\partial_x$, so

$$
h_t=B\,\partial_x\!\left[\frac{\kappa_x}{\sqrt{1+h_x^2}}\right],\qquad
\kappa=-\frac{h_{xx}}{(1+h_x^2)^{3/2}} .
$$

Put $h=a\cos\theta$, $\theta=kx$ and $\epsilon=ak$. To order $\epsilon^2$ relative to the leading term, using $\cos\theta\sin^2\theta=(\cos\theta-\cos3\theta)/4$,

$$
\kappa=ak^2\left[\left(1-\tfrac38\epsilon^2\right)\cos\theta+\tfrac38\epsilon^2\cos3\theta\right].
$$

Differentiate, and multiply by $1-\tfrac12\epsilon^2\sin^2\theta$. Because $\sin^3\theta=(3\sin\theta-\sin3\theta)/4$, the $\sin\theta$ part of the bracket in $h_t$ is $-ak^3(1-\tfrac38\epsilon^2-\tfrac38\epsilon^2)\sin\theta$. One more derivative gives the instantaneous rate of the fundamental:

$$
\Gamma=Bk^4\left[1-\tfrac34(ak)^2+\dots\right].
$$

Evaluating the full surface operator at $ak=0.1$ gives a coefficient of 0.743, close to $3/4$.

## From ripples to the spectrum

On a wall of area $A$ write $h=\sum_{\mathbf k}h_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ and define $S(\mathbf k,t)=A\langle|h_{\mathbf k}|^2\rangle$, so that $\sigma^2=\int S\,d^2k/(2\pi)^2$. Since $h_{\mathbf k}(t)=h_{\mathbf k}(0)e^{-Bk^4t}$, squaring and averaging gives

$$
S(\mathbf k,t)=S(\mathbf k,0)\,e^{-2Bk^4t}.
$$

Power decays at twice the amplitude rate. The initial roughness may have any directional pattern; isotropy is required of the material alone.

This formula was compared with the nonlinear equation for a profile of four sinusoids, wavenumbers 1 to 4, with one random choice of phases, in units with $B=1$. At $t=0.004$ the power in the fourth should have fallen by $e^{-2.05}$. With slope amplitude 0.02 in each sinusoid, the largest relative error in the four predicted powers was 0.41%; with 0.04 it was 1.7%. The fourfold growth is that of an error quadratic in slope.

The formula sends the roughness to zero, but a warm surface fluctuates. Random atomic hops add power at a rate $N_k$, which for a nearly flat wall does not depend on $S$, so $\dot S=-2Bk^4S+N_k$. The energy $\tfrac12\gamma A\sum k^2|h_{\mathbf k}|^2$ contains each pair $\pm\mathbf k$ twice, giving $\gamma Ak^2|h_{\mathbf k}|^2$ for two real degrees of freedom. Equipartition assigns them $k_BT$, hence $S_{\rm eq}=k_BT/(\gamma k^2)$. Equilibrium must be stationary, so $N_k=2Bk^4S_{\rm eq}$, and integration gives

$$
S(\mathbf k,t)=S(\mathbf k,0)e^{-2Bk^4t}+S_{\rm eq}(k)\left(1-e^{-2Bk^4t}\right).
$$

**Line roughness.** Etching often leaves vertical striations, so that $h$ varies along the guide alone. With the one-dimensional convention $\sigma^2=\int S\,dk/2\pi$, the decay law is unchanged if no atoms cross the top and bottom edges. For the profile averaged over wall height $H$, $S_{\rm eq}=k_BT/(\gamma Hk^2)$. An initial autocorrelation $\sigma_0^2e^{-|u|/L_c}$ has the transform

$$
S(k,0)=2\sigma_0^2\,\mathrm{Re}\,\frac{1}{L_c^{-1}+ik}=\frac{2\sigma_0^2L_c}{1+k^2L_c^2}.
$$

Without the thermal term, the variance is

$$
\sigma^2(t)=\frac{2\sigma_0^2L_c}{\pi}\int_0^\infty\frac{e^{-2Bk^4t}}{1+k^2L_c^2}\,dk .
$$

When $(2Bt)^{1/4}\gg L_c$, the surviving wavenumbers satisfy $kL_c\ll1$ and the denominator tends to one. Since $\int_0^\infty e^{-q^4}dq=\Gamma_E(5/4)$, with $\Gamma_E$ Euler's gamma function,

$$
\sigma^2\to\frac{2\sigma_0^2L_c}{\pi}\,\Gamma_E(5/4)\,(2Bt)^{-1/4}.
$$

For roughness varying in both directions, with a finite nonzero $S(0)$ independent of direction, the late limit is instead

$$
\sigma^2\to\frac{S(0)}{2\pi}\int_0^\infty ke^{-2Bk^4t}dk=\frac{S(0)}{8\sqrt{2\pi Bt}} .
$$

Each mode decays exponentially, but the rms roughness falls slowly, as $t^{-1/8}$ for striations and $t^{-1/4}$ in two dimensions, because ever longer ripples are left.

## A silicon wire

Take $T=1173$ K, $\gamma=1.0$ J/m², $\Omega=0.020$ nm³, $\nu=\Omega^{-2/3}=13.57$ nm⁻² and $D_s=10^5$ nm²/s. Then $k_BT/\gamma=0.0162$ nm² and

$$
B=\frac{10^5\times(0.020)^2\times13.57}{0.0162}\simeq3.35\times10^4\ \mathrm{nm^4/s}=3.35\times10^{-32}\ \mathrm{m^4/s}.
$$

The power in a ripple of period 100 nm halves in 0.66 s; for 400 nm it takes 170 s, which is $4^4=256$ times longer.

Let the wall be 220 nm high, with $\sigma_0=2$ nm and $L_c=50$ nm. A 60 s anneal lowers the rms roughness to 1.40 nm and the variance to 0.49 of its initial value. The late-time formula would give 0.64; it does not yet apply, because $(2Bt)^{1/4}\simeq45$ nm is no larger than $L_c$.

Now consider light of wavelength 1550 nm, with mode index 2.40 and cladding index 1.44. Scattering into the cladding at in-plane angle $\vartheta$ requires $k=(2\pi/\lambda)(2.40-1.44\cos\vartheta)$, between 3.89 and 15.57 rad/µm. At the upper end

$$
2Bk^4t=2(3.35\times10^4)(0.01557)^4(60)\simeq0.236,
$$

so 79% of the power survives; at the lower end 99.9% does. Averaged over angle with equal weights, the spectrum keeps 94% of its initial value. The variance has halved while this measure of scattering has dropped by 6%.

The reason can be read from the spectrum. Power is halved at $k=[\ln2/(2Bt)]^{1/4}\simeq20$ rad/µm, above the whole scattering range. The initial variance above a given $k$ is the fraction $1-(2/\pi)\arctan(kL_c)$, about one half at this wavenumber. The anneal mostly removes that half. Reflection into the backward guided mode needs 19.46 rad/µm, and there 56% of the power survives.

Halving the power at a given $k$ requires $(Bt)^{1/4}=(\ln2/2)^{1/4}/k\simeq0.77/k$, whatever the temperature. This length is 49 nm at the upper end of the scattering range and about 197 nm at the lower end, close to the wall height. Sharp edges are rounded meanwhile. In a numerical solution of the nonlinear equation, an isolated 90° edge recedes along its bisector by about $0.73(Bt)^{1/4}$ (the grid used gives 0.733, with a discretization error of about 0.002), or 28 nm after the 60 s anneal. In this model, smoothing the longest scattering ripples would reshape the wire.

Hydrogen annealing of silicon at roughly 900 to 1100 °C is a real smoothing process, and the dimensions above are rough typical values. The diffusivity is the least certain input, since it depends strongly on temperature and hydrogen coverage. With all else fixed, ten times smaller or larger $D_s$ gives an rms of 1.62 or 1.14 nm after 60 s. The scattering measure is far more sensitive: the angle-averaged spectrum then keeps 99% or 66% of its initial value, and the edge recedes 16 or 49 nm. A factor of ten is an illustration, not a bound on the uncertainty. The value of $\nu$ is also only an estimate: ideal silicon (100) and (110) planes hold about 6.8 and 9.6 atoms per nm², which at the same $D_s$ would multiply $B$ by 0.50 and 0.71. Real silicon breaks the assumption of isotropy: halving or doubling the stiffness gives 1.475 or 1.325 nm, but these figures do not cover facets. This limit is serious: at these temperatures the low-index silicon faces usually chosen for sidewalls are expected to lie below their roughening temperatures, so ripples on them can develop flat terraces and steps, and the $k^4$ law and $S_{\rm eq}$ are then at best approximate. With a rough activation energy of 2.5 eV, a rise of 10 K increases $B$ by 22%.

Other omissions have different weights here:

- **Slope.** The exponential autocorrelation has infinite initial rms slope, because $k^2S$ tends to a constant at large $k$. In the linear model without the thermal term, the rms slope falls to 0.1 after about 4 ms and to 0.016 after 60 s. Thermal ripples add slope, mostly at the shortest wavelengths: $S_{\rm eq}$ summed over both directions down to a wavelength of 2 nm gives about 0.11 rms, more than the 0.016 left from etching. Their effect on the rates is not counted here. For a single sinusoid, $(ak)^2$ is twice the squared rms slope, so rms slopes of 0.1 and 0.016 would correct its rate by 1.5% and 0.04%. A long ripple on a wall covered with finer ones is different: while the fine ripples last, they can change its instantaneous rate greatly, even its sign. Those left by etching vanish quickly, however, and the accumulated relative change in the long ripple's power is only of order $(k\sigma_0)^2$, about $10^{-3}$ at the upper end of the scattering range.
- **Thermal roughness.** It contributes 0.036 nm rms to the height-averaged profile, but dominates the spectrum above 37 rad/µm. There the simple exponential formula fails.
- **Evaporation.** For an assumed silicon vapour pressure of $10^{-9}$ Torr, evaporation contributes about $10^{-4}$ of the diffusion rate at the lowest scattering wavenumber. Etching by the gas is not included.
- **Edges.** At that wavenumber $kH=0.86$, so transport around the top edge need not be small. The plane-wall rate is least secure for the longest ripples, and on a strongly rounded wire even its sign can fail: on a free round wire of radius $R$, a symmetric ripple with $kR<1$ lowers the surface area at fixed volume, so it grows instead of decaying.

The numerical output below lists the values used here.

## Computed results

```
TESTS
Einstein mobility ratio: 1.000000
Fitted exponent of decay rate: 4.00000
Finite-slope coefficient: 0.7426
Spectrum error, mode slope 0.04: 1.66e-02
Spectrum error, mode slope 0.02: 4.13e-03
Thermal spectrum largest error: 2.36e-03
INPUTS (rough values)
Temperature: 1173 K
Surface diffusivity: 1.0e+05 nm^2/s
Surface energy: 1.0 J/m^2
Atomic volume: 0.020 nm^3
Initial rms roughness: 2.0 nm
Correlation length: 50 nm
Wall height: 220 nm
Anneal time: 60 s
Optical wavelength: 1550 nm
Mode index, cladding index: 2.40, 1.44
RESULTS
Surface atom density: 13.57 nm^-2
kB T / surface energy: 0.01620 nm^2
B: 3.352e+04 nm^4/s = 3.352e-32 m^4/s
Smoothing length (B t)^(1/4): 37.7 nm
Power half-life, period 100 nm: 0.663 s
Power half-life, period 200 nm: 10.6 s
Power half-life, period 400 nm: 170 s
Rms roughness after 6 s: 1.624 nm
Rms roughness after 60 s: 1.402 nm
Rms roughness after 600 s: 1.139 nm
Variance ratio after anneal: 0.491
Scattering k, lowest: 3.89 rad/um; S before 385.4 nm^3, surviving fraction 0.9991
Scattering k, highest: 15.57 rad/um; S before 249.1 nm^3, surviving fraction 0.7896
Scattering k, back: 19.46 rad/um; S before 205.5 nm^3, surviving fraction 0.5618
Angle-averaged spectrum ratio: 0.940
NEGLECTED EFFECTS
Time when rms slope falls to 0.1: 3.87 ms
Rms slope after anneal: 0.0157
Thermal rms, height-averaged: 0.0359 nm
Thermal part dominates above k: 36.9 rad/um
Vapour pressure assumed: 1e-09 Torr
Evaporation/diffusion rate at lowest k: 9.43e-05
Rms if stiffness is 0.5 times: 1.475 nm
Rms if stiffness is 2.0 times: 1.325 nm
Activation energy assumed: 2.5 eV
Factor in B for +10 K: 1.222
Corner recession coefficient, 90 deg: 0.733
Corner recession: 27.6 nm
k times wall height, lowest k: 0.86
```
